# Why the multipole series for hydrogen and a proton must be truncated

Place a proton 8 bohr from a hydrogen atom and sum the multipole series for the second-order interaction energy. Stopping at $l=4$ gives $-5.8283\times10^{-4}$ hartree, and the exact second-order energy is $-5.8292\times10^{-4}$. Carrying on to $l=14$ in search of more digits gives $-6.071\times10^{-4}$, in error by 4%, and every further term makes it worse. Without knowing that the series diverges, one spends effort on high multipoles and loses accuracy.

The belief to be refuted is that the series converges once $R$ is large enough. It converges at no $R$. An overlap of two electron densities cannot be the cause, since a bare proton has no electron density. What matters is that the atom's own exponential tail reaches past the proton.

## The counter-example

Hartree atomic units are used. The nuclei are clamped, the atom sits at the origin in its state $\psi_0=e^{-r}/\sqrt\pi$ with energy $E_0=-\tfrac12$, and the proton is at distance $R$. With $r_b$ the distance from electron to proton, the perturbation is
$$V=\frac1R-\frac1{r_b}.$$

**First order.** A spherical shell of charge acts at an outside point as if concentrated at its centre, and gives a constant potential inside. Hence
$$\Big\langle\frac1{r_b}\Big\rangle=\frac1R\int_0^R4r^2e^{-2r}dr+\int_R^\infty4re^{-2r}dr .$$
The integrals are $1-e^{-2R}(1+2R+2R^2)$ and $e^{-2R}(1+2R)$, so
$$p\equiv\langle V\rangle=e^{-2R}\Big(1+\frac1R\Big).$$
Every multipole term of this energy is zero. The first-order series therefore converges, but to the wrong value: no power of $1/R$ can represent $p$. Factorial growth enters in second order.

**Second order.** For $r<R$,
$$V=-\sum_{l\ge1}\frac{r^l}{R^{l+1}}P_l(\cos\theta).$$
The multipole method uses this for all $r$. Write the first-order function as $f\psi_0$. Since $\nabla\psi_0=-\hat r\psi_0$,
$$(H_0-E_0)f\psi_0=\psi_0\left(-\tfrac12\nabla^2f+\partial_rf\right).$$
For one multipole this must equal $\psi_0r^lP_l/R^{l+1}$. Try $f=(Ar^l+Br^{l+1})P_l/R^{l+1}$. The Laplacian annihilates $r^lP_l$ and turns $r^{l+1}P_l$ into $2(l+1)r^{l-1}P_l$. Matching $r^l$ gives $(l+1)B=1$; matching $r^{l-1}$ gives $lA=(l+1)B=1$. Thus
$$f_l=\frac{P_l}{R^{l+1}}\left(\frac{r^l}{l}+\frac{r^{l+1}}{l+1}\right).$$
The angular average of $P_l^2$ is $1/(2l+1)$, so the energy $\langle\psi_0|V_l|f_l\psi_0\rangle$ is
$$-\frac{1}{(2l+1)R^{2l+2}}\left[\frac{\langle r^{2l}\rangle}{l}+\frac{\langle r^{2l+1}\rangle}{l+1}\right].$$
With $\langle r^n\rangle=(n+2)!/2^{n+1}$ the bracket becomes
$$\frac{(2l+2)!}{2^{2l+1}}\left[\frac1l+\frac{2l+3}{2(l+1)}\right]=\frac{(2l+2)!}{2^{2l+1}}\,\frac{(2l+1)(l+2)}{2l(l+1)}.$$
The series is therefore $-\sum_lC_l/R^{2l+2}$ with
$$C_l=\frac{(2l+2)!\,(l+2)}{2^{2l+2}\,l(l+1)}.$$
The ratio of successive terms is
$$\frac{C_{l+1}}{C_lR^2}=\frac{l(l+3)(2l+3)}{2(l+2)R^2}.$$
It grows as $l^2/R^2$. However large $R$ is, the ratio eventually exceeds 1 and keeps growing, so the series diverges.

**Numbers at $R=8$ bohr.** The first coefficient is $C_1=24\cdot3/(16\cdot2)=2.25$, and its term is $-2.25/8^4=-5.493\times10^{-4}$ hartree. The second is $-7.5/8^6=-2.861\times10^{-5}$. In the table, the error is the exact second-order energy minus the partial sum, in hartree; the share is the part of the term's radial integral that comes from $r>R$.

| $l$ | term | error | share |
|---|---|---|---|
| 1 | $-5.49\times10^{-4}$ | $-3.4\times10^{-5}$ | 0.001 |
| 4 | $-9.90\times10^{-7}$ | $-9.3\times10^{-8}$ | 0.12 |
| 7 | $-1.82\times10^{-7}$ | $+7.2\times10^{-7}$ | 0.65 |
| 10 | $-3.96\times10^{-7}$ | $+1.5\times10^{-6}$ | 0.96 |
| 14 | $-1.52\times10^{-5}$ | $+2.4\times10^{-5}$ | 1.00 |

The smallest term is at $l=7$. Stopping there leaves an error of $7.2\times10^{-7}$ hartree (0.020 meV), or 0.12% of the energy, about four times the smallest term itself. The closest partial sum ends earlier, at $l=4$.

**Where the divergence comes from.** Split each radial integral at $r=R$. Inside, $(r/R)^{2l}\le1$, so the inner part of the $l$th term is at most
$$\frac1{(2l+1)R^2}\left(\frac1l+\frac{\langle r\rangle}{l+1}\right),$$
which falls as $l^{-2}$ and has a finite sum. All of the divergence comes from $r>R$, where the expansion used for $1/r_b$ is not valid. The electron is there with probability only $1.6\times10^{-5}$ at $R=8$, but the weight $r^{2l+3}e^{-2r}$ peaks at $r=l+\tfrac32$, and high multipoles seek out the tail.

A control confirms the cause. Enclose the atom in a hard sphere of radius $w<R$. Every source $r^l\psi_0$ is then bounded by $w^l\psi_0$, and the excitation energies for $l\ge1$ are bounded below by a positive gap. The terms are at most a constant times $(w/R)^{2l}$, and the series converges. For $w=6$ bohr, the computed ratio of the 80th term to the 79th is 0.52 at $R=8$, below $(6/8)^2=0.5625$. At $R=5$, with the proton inside the sphere, it is 1.34 and the terms grow. For the free atom at $R=8$ it is about 101.

## The correct statement

Let $E_2(R)$ be the second-order energy with the full $V$.

1. The multipole series diverges for every $R$ but is asymptotic to $E_2$: with a fixed number of terms, the error vanishes faster than the last kept power as $R\to\infty$.
2. For integer $R\ge4$ the smallest term is at $l=R-1$, and its size tends to $\sqrt{4\pi/R}\;e^{-2R}$.
3. The sum through the smallest term has an error that behaves at large $R$ as $2e^{-2R}\ln R$. This exceeds the smallest term by a factor that grows with $R$.

By part 3, when the sum stops at the smallest term and $R$ is large, neither the last term kept nor the first one omitted bounds the error. Such a bound does hold for the alternating series of $\mathrm E_1$ used in the proof; in the multipole series all terms have the same sign.

## Proof

**The smallest term.** The ratio above increases with $l$. At $l=R-2$ it is
$$\frac{2R^3-3R^2-3R+2}{2R^3}<1,$$
and at $l=R-1$ it is
$$\frac{2R^3+3R^2-3R-2}{2R^3+2R^2},$$
which exceeds 1 when $R^2-3R-2>0$, that is for integer $R\ge4$. The terms thus fall up to $l=R-1$ and rise afterwards. The smallest has size
$$\frac{(2R)!}{(2R)^{2R}}\,\frac{R+1}{R(R-1)}\to\frac{\sqrt{4\pi R}\,e^{-2R}}{R}$$
by Stirling's formula. At $R=40$ the true size is 1.05 times this limit.

**An exact form of $E_2$.** The first-order equation with the full $V$ is $(H_0-E_0)f\psi_0=-(V-p)\psi_0$. Multiplying by $\psi_0$ and using the equation for $\psi_0$ turns it into
$$\nabla\cdot(\psi_0^2\nabla f)=2\psi_0^2\left(J-\frac1{r_b}\right),\qquad J=\frac1R-p.$$
Use spheroidal coordinates, $r=R(\xi+\eta)/2$ and $r_b=R(\xi-\eta)/2$, with $\xi\ge1$ and $|\eta|\le1$. In them
$$\nabla\cdot(u\nabla f)=\frac{4\left[\partial_\xi(\xi^2-1)u\,\partial_\xi f+\partial_\eta(1-\eta^2)u\,\partial_\eta f\right]}{R^2(\xi^2-\eta^2)}.$$
Here $u=\psi_0^2\propto e^{-R\xi}e^{-R\eta}$. Put $f=F(\xi)+G(\eta)$, and define $h=(\xi^2-1)F'$ and $k=(1-\eta^2)G'$. Multiplying by $R^2(\xi^2-\eta^2)/4$ and dividing by $u$ gives
$$(h'-Rh)+(k'-Rk)=\tfrac12R^2J(\xi^2-\eta^2)-R(\xi+\eta).$$
This separates with a constant $c$:
$$h'-Rh=\tfrac12R^2J\xi^2-R\xi+c,$$
$$k'-Rk=-\tfrac12R^2J\eta^2-R\eta-c.$$
The function $h$ must vanish at $\xi=1$, so that $F'$ is finite there, and must not contain the homogeneous solution $e^{R\xi}$, which would spoil normalization. A quadratic satisfies both demands:
$$h=-\tfrac12RJ(\xi^2-1)+(1-J)(\xi-1),$$
with $c=(1-J)(1+R)-\tfrac12R^2J$, as substitution shows. For the same $c$, the second equation has the solution
$$k=-\tfrac12RJ(1-\eta^2)+(1+J)(1+\eta)+2p-2p\,e^{R(1+\eta)}.$$
The constant $2p$ comes from $2/R-2J$, and the exponential is the homogeneous solution that makes $k(-1)=0$. At $\eta=1$ the value is $2+2J+2p-2pe^{2R}=2+2/R-2(1+1/R)=0$, so $G'$ is finite at both ends.

With $x=\xi-1$ and $s=1+\eta$, division gives
$$F'=-\frac{RJ}2+\frac{1-J}{2+x},$$
$$G'=-\frac{RJ}2+\frac{1+J}{2-s}+\frac{2p(1-e^{Rs})}{s(2-s)}.$$
Fix the free constant in $f$ by $\langle f\rangle=0$. Then $E_2=\langle(V-p)f\rangle$, and the differential equation and an integration by parts give $E_2=-\tfrac12\int\psi_0^2|\nabla f|^2d^3r$. The volume element $(R^3/8)(\xi^2-\eta^2)d\xi\,d\eta\,d\phi$ cancels the denominator of $|\nabla f|^2$, and the prefactor is $-\tfrac12\cdot\frac1\pi\cdot2\pi\cdot\frac{R^3}8\cdot\frac4{R^2}=-\frac R2$. In each part, one of the two integrals is elementary. The result is
$$E_2=-\tfrac12\left[(1-e^{-2R})I_F+I_G\right],$$
$$I_F=\int_0^\infty e^{-Rx}x(2+x)F'^2dx,\qquad I_G=\int_0^2e^{-Rs}s(2-s)G'^2ds.$$
At $R=4$ and 8 this agrees within $10^{-10}$ hartree with a direct solution of the first-order equation in a basis.

**The series as a principal value.** A power series in $1/R$ cannot see $p$ or $e^{-2R}$. Drop them, so that $J=1/R$, and let $a=1+1/R$, $b=1-1/R$. Then
$$F_0'=-\tfrac12+\frac b{2+x},\qquad G_0'=-\tfrac12+\frac a{2-s}.$$
$G_0'$ has a pole at $s=2$, that is $\eta=1$: the axis beyond the proton. The term $2p(\dots)$ had removed it. Extend the $s$ integral to infinity as a principal value and call the resulting energy $E_{PV}$. The integrands expand as
$$x(2+x)F_0'^2=\tfrac14x(2+x)-bx+\frac{b^2x}{2+x},$$
$$s(2-s)G_0'^2=\tfrac14s(2-s)-as+\frac{a^2s}{2-s}.$$
The polynomial parts integrate to $1/R^2-(a+b)/R^2=-1/R^2$. For the fractions, use $x/(2+x)=1-2/(2+x)$ and $s/(2-s)=-1+2/(2-s)$. The constants give $(b^2-a^2)/R=-4/R^2$, and the rest are exponential integrals. Multiplying by $-\tfrac12$,
$$E_{PV}=\frac5{2R^2}-a^2e^{-2R}\mathrm{Ei}(2R)+b^2e^{2R}\mathrm E_1(2R).$$
Now insert, with $z=2R$, the expansions $e^{-z}\mathrm{Ei}(z)\sim\sum n!/z^{n+1}$ and $e^z\mathrm E_1(z)\sim\sum(-1)^nn!/z^{n+1}$. Odd $n$ carries the factor $-(a^2+b^2)=-2(1+1/R^2)$, and even $n$ carries $-(a^2-b^2)=-4/R$. The $R^{-2}$ terms cancel. The coefficient of $-R^{-2l-2}$ is
$$\frac{(2l-1)!}{2^{2l+1}}\left[2l(2l+1)+4+8l\right]=\frac{(2l-1)!\,(2l+1)(l+2)}{2^{2l}},$$
which equals $C_l$. So $E_{PV}$ has the multipole series as its asymptotic expansion.

**The remainder at the smallest term.** After $N$ terms the remainder of $e^{-z}\mathrm{Ei}(z)$ is the principal value of $\int_0^\infty e^{-zt}t^N/(1-t)\,dt$. Near the smallest term $N-z$ is of order 1, and with $t=1+y/\sqrt z$ the numerator is $e^{-z-y^2/2}[1+O(z^{-1/2})]$. The leading part is even in $y$ and cancels against the odd factor $1/y$, leaving $O(z^{-1/2}e^{-z})$. The alternating series of $\mathrm E_1$ has a remainder below its first omitted term, of the same order. Hence the sum through the smallest term differs from $E_{PV}$ by $O(R^{-1/2}e^{-2R})$. For $R=4,6,8,10,12$ the difference was tested to be less than the smallest term.

**The distance from $E_{PV}$ to $E_2$.** Restoring $p$ in $G'$ gives
$$G'=G_0'+p\left(\frac R2+\frac1s\right)-\frac{2p\,e^{Rs}}{s(2-s)}.$$
Cut $I_G$ at $s=2-\delta$ and let $\delta\to0$ at the end. Recall $p=ae^{-2R}$. Contributions of order $e^{-2R}/R$ are dropped.

- The square of $G_0'$ gives the principal-value integral minus its part beyond the cut. With $\sigma=2-s$, that part is $a^2e^{-2R}$ times the principal value of $\int_{-\infty}^\delta e^{R\sigma}(2-\sigma)/\sigma\,d\sigma$, which tends to $2(\gamma+\ln R\delta)$. The contribution is $-2a^2e^{-2R}(\gamma+\ln R\delta)$.
- The product of $G_0'$ with the last term gives $-4p\int_0^{2-\delta}G_0'ds=4p-4pa\ln(2/\delta)$.
- The square of the last term, near $s=2$, gives $2a^2e^{-2R}\int_\delta e^{-R\sigma}d\sigma/\sigma=-2a^2e^{-2R}(\gamma+\ln R\delta)$. Near $s=0$ the $1/s$ parts of the two $p$ terms cancel, and what remains is of order $p^2$, up to powers of $R$.
- The product of $G_0'$ with the middle term is of order $p/R^2$, because $s(2-s)G_0'=s(1/R+s/2)$ is small where $e^{-Rs}$ is not.

The logarithms of $\delta$ add to $-2+4-2=0$. The sum is $e^{-2R}[4a-4a^2(\ln2R+\gamma)]$. The corresponding changes in the $I_F$ part are smaller by at least $1/R$. Multiplication by $-\tfrac12$ gives
$$E_2-E_{PV}=e^{-2R}\left[2a^2(\ln2R+\gamma)-2a+O(1/R)\right].$$
At $R=10$, 20 and 40 the exact bracket is 6.19, 7.19 and 8.32; the written terms give 6.45, 7.31 and 8.37.

This difference is smaller than any power of $1/R$, so $E_2$ and $E_{PV}$ share one asymptotic series, which is part 1. It also exceeds the $O(R^{-1/2}e^{-2R})$ remainder, which gives part 3. $\square$

## Using the series

The difference is positive, so at large $R$ the sum through the smallest term lies below $E_2$ by more than that term. Removing the last term then moves the sum closer to $E_2$, and the best stopping point comes before the smallest term. The error at the smallest term can be estimated without knowing $E_2$ from the bracket just derived, as $e^{-2R}[2a^2(\ln2R+\gamma)-2a]$, which is within 10% of the errors in the table below. Subtracting the sizes of the last terms from this estimate, one at a time, gives estimated errors for the shorter sums and so an estimate of the best stopping point. At $R=8$ and 12 it agrees with the table; at $R=4$, where the sums through $l=1$ and $l=2$ have errors of similar size, it picks $l=1$ instead of 2. The leading form $2e^{-2R}\ln R$ alone is too small at these distances, by half at $R=4$ and by about a quarter at $R=12$.

| $R$ (bohr) | smallest term | error there | closest $l$ |
|---|---|---|---|
| 4 | $1.0\times10^{-3}$ | $1.8\times10^{-3}$ | 2 |
| 8 | $1.8\times10^{-7}$ | $7.2\times10^{-7}$ | 4 |
| 12 | $4.6\times10^{-11}$ | $2.6\times10^{-10}$ | 7 |

Energies are in hartree. At 4 bohr the error at the smallest term is 19% of $E_2$; at 12 bohr it is about 2 parts in a million. Divergence thus does not make the series useless: the error at the smallest term drops exponentially with distance, and at all three distances in the table a shorter sum does better still.

At large $R$ a few terms already give modest accuracy. The dipole term alone, $-2.25/R^4$, misses 10% of $E_2$ at 4 bohr and 2.4% at 12 bohr.

**What second order leaves out.** $E_2$ is not the whole energy of $\mathrm H_2^+$. The third-order energy is $\langle f\psi_0|V-p|f\psi_0\rangle$. It combines three multipoles. Three dipoles give zero by parity, so the leading power comes from two dipoles and a quadrupole. Let $g_1=r+r^2/2$ and $g_2=r^2/2+r^3/3$. The angular average of $P_1^2P_2$ is $2/15$, so
$$E_3\simeq-\frac2{15R^7}\left[\langle r^2g_1^2\rangle+2\langle rg_1g_2\rangle\right]=-\frac{2(180+219.375)}{15R^7}=-\frac{213}{4R^7}.$$
At $R=8$ the full third-order energy is $-3.6\times10^{-5}$ hartree, fifty times the error at the smallest second-order term. Half the gerade–ungerade splitting is $2.0\times10^{-3}$, larger than $|E_2|$: the electron can move to the other proton, which low orders of this expansion about one atom do not describe.

The mean of the two molecular energies at $R=8$ is $-5.88\times10^{-4}$, whereas the first three orders add to $-6.19\times10^{-4}$. The discrepancy is nearly as large as the third-order energy, and its origin is not analysed here. At $R=20$ the agreement is much better: the mean differs from the sum of orders by $2.7\times10^{-9}$ hartree, 6% of $E_3$. The first-order energy at that distance, $p=4.5\times10^{-18}$ hartree, is negligible in this comparison.

## Calculated quantities

```
R = 8 bohr = 4.2334 angstrom
l, C_l (a.u.), term, partial sum, E2-sum (hartree), share r>R
 1 2.25 -5.4932e-04 -5.49316406e-04 -3.360e-05 0.0009
 2 7.5 -2.8610e-05 -5.77926636e-04 -4.995e-06 0.0082
 3 65.625 -3.9116e-06 -5.81838191e-04 -1.083e-06 0.0384
 4 1063.12 -9.9011e-07 -5.82828303e-04 -9.304e-08 0.1178
 5 27286.9 -3.9708e-07 -5.83225379e-04 +3.040e-07 0.2618
 6 1.01351e+06 -2.3045e-07 -5.83455825e-04 +5.345e-07 0.4534
 7 5.13091e+07 -1.8229e-07 -5.83638112e-04 +7.168e-07 0.6483
 8 3.3921e+09 -1.8830e-07 -5.83826411e-04 +9.051e-07 0.8048
 9 2.8358e+11 -2.4597e-07 -5.84072377e-04 +1.151e-06 0.9067
10 2.92345e+13 -3.9620e-07 -5.84468578e-04 +1.547e-06 0.9614
11 3.64213e+15 -7.7125e-07 -5.85239829e-04 +2.318e-06 0.9861
12 5.39315e+17 -1.7844e-06 -5.87024273e-04 +4.103e-06 0.9956
13 9.36097e+19 -4.8395e-06 -5.91863780e-04 +8.942e-06 0.9988
14 1.88218e+22 -1.5204e-05 -6.07067900e-04 +2.415e-05 0.9997
exact E2(8) = -5.82921346e-04 hartree = -15.86210 meV
E_PV(8) = -5.83583868e-04 hartree
exp(-16) = 1.1254e-07
probability of r > 8 bohr = 1.6318e-05
error at smallest term, R=8: 0.01950 meV
error of closest sum, R=8: -0.00253 meV
R (bohr), E2, l_small, smallest term size, error there,
  l_closest, error there, error_small*exp(2R) (energies: hartree)
 4 -9.774203e-03  3 1.001e-03 +1.847e-03  2 +8.459e-04 5.507
 6 -1.928956e-03  5 1.254e-05 +3.710e-05  3 +6.978e-06 6.037
 8 -5.829213e-04  7 1.823e-07 +7.168e-07  4 -9.304e-08 6.369
10 -2.332977e-04  9 2.836e-09 +1.366e-08  6 +2.303e-09 6.628
12 -1.111926e-04 11 4.581e-11 +2.585e-10  7 -4.164e-11 6.848
R (bohr), exp(2R)(E2-E_PV), leading law (hartree)
10 6.1885 6.4465
20 7.1926 7.3067
40 8.3171 8.3706
smallest term / its large-R law at R=40: 1.0524
hard sphere radius = 6.0 bohr; term ratios l=80 to l=79:
  sphere R=8: 0.5223; sphere R=5: 1.3370; free atom R=8: 100.59
R=8 bohr: E1=1.2660e-07, E2=-5.829213e-04, E3=-3.5902e-05 hartree
  H2+ gerade -2.570389e-03, ungerade 1.393984e-03 hartree
  mean -5.882021e-04, half splitting 1.9822e-03 hartree
R=20 bohr: E1=-4.3288e-14, E2=-1.418236e-05, E3=-4.3447e-08 hartree
  H2+ gerade -1.425933e-05, ungerade -1.419765e-05 hartree
  mean -1.422849e-05, half splitting 3.0839e-08 hartree
E3*R^7 at R=30: -54.262 a.u.; limit -53.25
```
